The Smallest Hermitian Perturbation That Makes an Approximate Eigenpair Exact

**Q:** My eigensolver stops when a residual norm is small. It has given me a vector x and a number θ, but not an eigenpair. What has the residual to do with the matrix I wanted to diagonalize?

**A:** Let us ask how far your matrix is from one for which the pair is exact. Let A be Hermitian, x a unit vector, x†x = 1, and θ real. Define

r = Ax − θx,  ρ = ‖r‖.

We look for a Hermitian E such that

(A + E)x = θx.

Subtracting θx from both sides gives r + Ex = 0, so the whole requirement is

Ex = −r.

I measure E by its spectral norm, the largest value of ‖Ey‖ over unit vectors y. For Hermitian E this is the largest absolute eigenvalue. The algebra holds in atomic units or any other consistent units: E, r and ρ are energies if A is a Hamiltonian.

**Q:** Why must θ be real? Some solvers return complex numbers.

**A:** Because A + E is Hermitian, and its eigenvalues are real. With a complex θ no admissible E exists, and you must first replace θ by a real number.

**Q:** Then how small can E be?

**A:** One bound is immediate. Since x is one of the unit vectors over which the norm is maximized,

‖E‖ ≥ ‖Ex‖ = ‖−r‖ = ρ.

No admissible E has a norm below the residual norm.

**Q:** That is only a lower bound. Hermiticity is a constraint, and it might make the true minimum larger.

**A:** The doubt is fair. Without the constraint, E = −r x† would do: it gives Ex = −r, and ‖Ey‖ = ρ|x†y| ≤ ρ for unit y. But it is not Hermitian unless r is a real multiple of x. We must see whether it can be made Hermitian at no cost.

Start with θ equal to the Rayleigh quotient x†Ax. Then

x†r = x†Ax − θ = 0,

so r is orthogonal to x. Add the missing adjoint:

E = −(r x† + x r†).

This is Hermitian, and Ex = −r(x†x) − x(r†x) = −r, because the second term vanishes. Next,

Er = −r(x†r) − x(r†r) = −ρ²x.

In the orthonormal basis x, r/ρ, the matrix therefore has zero diagonal and off-diagonal elements −ρ. Its eigenvalues there are ±ρ, and it gives zero on everything orthogonal to x and r. Its norm is ρ, so the lower bound is reached.

**Q:** My θ is often not the Rayleigh quotient of the final x. It may come from an earlier iteration, or have been rounded. Does the same E work?

**A:** No. Let

δ = x†r = x†Ax − θ,

which is real because A is Hermitian and θ is real. The previous matrix now gives Ex = −r − δx, which misses the target by −δx. We need a new construction. Split the residual into parts along x and orthogonal to it:

r = δx + s,  x†s = 0,  σ = ‖s‖.

The two parts are orthogonal, so

ρ² = δ² + σ².

Substituting the definitions gives s = Ax − (x†Ax)x, which does not contain θ. For fixed x, changing θ alters δ alone, and the Rayleigh quotient gives the smallest residual, ρ = σ.

Take σ > 0 and let t = s/σ. Try an E that acts within the plane of x and t. The condition Ex = −δx − σt fixes its first column. Hermiticity then fixes the first row, and one real number k remains:

E = −[[δ, σ], [σ, k]] in the basis x, t.

**Q:** And you choose k to make the norm small. How do you know which value is best?

**A:** Square the matrix. The overall minus sign drops out:

E² = [[δ² + σ², σ(δ + k)], [σ(δ + k), σ² + k²]].

For k = −δ the off-diagonal elements vanish and both diagonal elements equal δ² + σ² = ρ². Thus E² = ρ² times the identity in the plane, and each eigenvalue is ρ or −ρ. The trace, −δ − k, is zero, so there is one of each. The norm is ρ, which the lower bound says cannot be improved.

Now write this matrix without reference to a basis. The elements are −δ for xx†, −σ for tx† and xt†, and +δ for tt†. With σt = s and tt† = ss†/σ²,

E₀ = −(δ xx† + s x† + x s† − (δ/σ²) ss†).

As a direct check, x†x = 1 and s†x = 0 give

E₀x = −(δx + s) = −r.

Thus the minimum norm is the residual norm for every real θ, and E₀ is an explicit matrix of rank two that attains it. At δ = 0 it reduces to −(r x† + x r†).

**Q:** Can it be written with r itself rather than s?

**A:** Yes. Insert s = r − δx:

s x† + x s† = r x† + x r† − 2δ xx†,

ss† = rr† − δ(r x† + x r†) + δ² xx†.

In the bracket of E₀, the coefficient of r x† + x r† becomes 1 + δ²/σ² = ρ²/σ². The coefficient of xx† becomes δ − 2δ − δ³/σ² = −δρ²/σ². That of rr† is −δ/σ². Hence

E₀ = −(ρ²/σ²)[r x† + x r† − δ xx† − (δ/ρ²) rr†].

The eigenvectors are also simple. From E₀x = −r and E₀²x = ρ²x we get E₀r = −ρ²x, so

E₀(x ± r/ρ) = −r ∓ ρx = ∓ρ(x ± r/ρ).

They are the sum and difference of the trial vector and the normalized residual.

**Q:** You divide by σ. What happens when σ goes to zero?

**A:** Then r = δx, and x is already an eigenvector of A, with eigenvalue θ + δ. Only the number θ is wrong. The matrix

E = −δ xx†

repairs it, has rank one, and has norm |δ| = ρ. If σ → 0 with the direction t held fixed, E₀ tends to −δxx† + δtt†, a limit that depends on t. The last term still does not raise the norm, but it is no longer needed. If r = 0, the answer is E = 0.

**Q:** When σ is not zero, could a rank-one matrix do as well?

**A:** A Hermitian rank-one matrix has the form αvv† with α real. It sends x to a multiple of v, so v must be parallel to r. For δ ≠ 0 the condition Ex = −r fixes the factor:

E = −rr†/δ,  ‖E‖ = ρ²/|δ|.

Since |δ| < ρ when σ > 0, this norm is larger than ρ. For δ = 0 no admissible rank-one matrix exists at all, because r†x = 0. Two is the least rank a minimizer can have when x and r are independent.

**Q:** Is E₀ then the unique answer?

**A:** For σ > 0 it is the unique minimizer of rank two, but in more than two dimensions it is not the unique minimizer. Suppose E is any admissible matrix with ‖E‖ = ρ. All eigenvalues of M = ρ²I − E² are non-negative, and

x†Mx = ρ² − ‖Ex‖² = 0.

M has a Hermitian square root N, so x†Mx = ‖Nx‖² = 0. Hence Nx = 0 and Mx = 0, which means

E²x = ρ²x.

Put Ex = −r into the left side: E(−r) = ρ²x, or Er = −ρ²x. The action of E on both x and r is now fixed, and it agrees with E₀ on their plane.

The plane is mapped into itself. If y is orthogonal to it and z lies in it, then z†Ey = (Ez)†y = 0, so the orthogonal complement is mapped into itself too. There E may be any Hermitian K with ‖K‖ ≤ ρ. On the plane E has rank two, so its total rank is two plus the rank of K. Rank two requires K = 0, which gives E₀.

**Q:** Would I get the same matrix if I minimized the Frobenius norm instead?

**A:** Only when δ = 0 or σ = 0, the cases in which the element k can be set to zero without raising the spectral norm. In an orthonormal basis that begins with x, the first row and column of E are fixed, and the Frobenius norm is smallest when all other elements are zero. In the plane this means k = 0:

‖E‖_F² = δ² + 2σ².

For E₀ the eigenvalues ±ρ give ‖E₀‖_F² = 2ρ² = 2δ² + 2σ², which is larger if δ ≠ 0. The spectral norm of the k = 0 matrix follows from its characteristic equation,

λ² + δλ − σ² = 0,

λ = [−δ ± √(δ² + 4σ²)]/2,

so its spectral norm is [|δ| + √(δ² + 4σ²)]/2. By the uniqueness argument this exceeds ρ when δ and σ are both nonzero. The two norms then select different matrices.

**Q:** I should like to see numbers that I can check by hand.

**A:** Take a three-level model with, in eV,

H = [[0, −1, 0], [−1, 1, −1], [0, −1, 3]],

and x = (2, 1, 0)/√5. Multiplication gives Hx = (−1, −1, −1)/√5. The Rayleigh quotient is

θ = (−2 − 1)/5 = −0.6 eV.

The residual is

r = (−1 + 1.2, −1 + 0.6, −1)/√5 = (0.2, −0.4, −1)/√5 eV,

ρ² = (0.04 + 0.16 + 1)/5 = 0.24 eV²,

so ρ = 0.4899 eV, or 0.01800 hartree. The elements of E₀ are −(rᵢxⱼ + xᵢrⱼ). For example, the first diagonal element is −2(0.2)(2)/5 = −0.16 eV, and the element in row 1, column 3 is −[0 + 2(−1)]/5 = 0.40 eV. The full matrix, in eV, is

E₀ = [[−0.16, 0.12, 0.40], [0.12, 0.16, 0.20], [0.40, 0.20, 0]].

Its eigenvalues are −0.4899, 0 and 0.4899 eV. The matrix H + E₀ has the eigenvalue −0.6000 eV, as required.

**Q:** And with a θ that is not the Rayleigh quotient?

**A:** Keep x and set θ = −1 eV. Then

r = (−1 + 2, −1 + 1, −1)/√5 = (1, 0, −1)/√5 eV,

δ = x†r = 2/5 = 0.4 eV,  ρ² = 2/5 = 0.4 eV².

Thus ρ = 0.6325 eV, or 0.02324 hartree. The orthogonal part s is the earlier residual, so σ² = 0.24 eV², and indeed 0.16 + 0.24 = 0.40. The first element of E₀ is now

−[0.4(4/5) + 2(0.2)(2)/5 − (0.4/0.24)(0.04/5)] = −0.4667 eV.

The spectral norm of E₀ is 0.6325 eV. The k = 0 matrix has norm (0.4 + √1.12)/2 = 0.7292 eV, and the rank-one matrix has 0.4/0.4 = 1.0000 eV. In the Frobenius norm the order of the first two is reversed: 0.8000 eV for k = 0 and 0.8944 eV for E₀.

**Q:** Those are three candidates. Did anything search among the others?

**A:** Yes. For this H and x, a real symmetric admissible E has three free real numbers, the elements of its block orthogonal to x. A scan varied each from −1.2 to 1.2 eV in steps of 0.06 eV, and tested that no candidate had a norm below ρ. In the shifted case the smallest norm found was 0.6328 eV, slightly above 0.6325 eV because no grid point is a minimizer. The size of the excess depends on the orthonormal basis chosen for the block. In the Rayleigh case the grid contains E₀ itself, and the smallest value was 0.4899 eV.

**Q:** Your E₀ couples levels 1 and 3, which H does not. Suppose I allow only changes that keep that zero.

**A:** Then you have asked a different question, and the answer can be larger. In the Rayleigh case the third component of Ex = −r reads

E₃₁x₁ + E₃₂x₂ = −r₃.

With E₃₁ = 0, x₂ = 0.4472 and r₃ = −0.4472 eV, this forces E₃₂ = 1 eV. No matrix has a spectral norm below the modulus of one of its elements, so such an E has norm at least 1 eV, against 0.4899 eV for E₀. The residual norm is the smallest change among all Hermitian matrices, not among those that share the sparsity or the physical form of H.

**Q:** What does this tell me about the error of the eigenvalue?

**A:** It gives a bound. Expand x in orthonormal eigenvectors of A, with coefficients cᵢ and eigenvalues λᵢ. Then

ρ² = Σᵢ (λᵢ − θ)²|cᵢ|² ≥ minᵢ (λᵢ − θ)²,

because the |cᵢ|² sum to one. Some eigenvalue of A lies within ρ of θ. In the example the nearest one, −0.6996 eV, is 0.0996 eV from the Rayleigh quotient, while the bound is 0.4899 eV. For θ = −1 eV the distance is 0.3004 eV and the bound 0.6325 eV.

The bound cannot be tightened in general. For A = [[0, g], [g, 0]] with g > 0, x = (1, 0) and θ = 0, the residual is (0, g), so ρ = g. The eigenvalues are ±g, both at distance ρ. This case also shows that the residual does not say which eigenvalue you have found.

**Q:** Surely a tiny residual at least means that x is a good eigenvector?

**A:** Not by itself. Take A = diag(0, ε) with ε > 0, x = (1, 1)/√2 and θ = ε/2. Then

r = (−ε/2, ε/2)/√2,  ρ = ε/2.

The residual can be made as small as you like through ε, yet x stays at 45 degrees to both eigenvectors. A small change of the matrix can turn its eigenvectors by a large angle when two levels are close. The pair is exact for a nearby matrix, which is a statement about backward error, not about the error of x.

**Q:** Let us come to mixed precision. I store the matrix in single precision and iterate until its residual is 10⁻¹² eV. Is that not a very accurate pair?

**A:** For the stored matrix, yes. Call that matrix Ã, and let η = ‖Ã − A‖ be the storage error. Its residual r̃ = Ãx − θx and the residual for A are related by

r = r̃ − (Ã − A)x.

The last term has norm at most η, so the two residual norms differ by at most η. If the pair is exact for Ã, then Ã − A is itself an admissible perturbation of A, and ρ ≤ η. But once ‖r̃‖ is far below η, reducing it further hardly changes the bound ‖r̃‖ + η on the backward error for A.

Consider an electron in the one-dimensional well ½κq², with κ = 1 eV/Å². The second derivative is replaced by the three-point difference on 161 points from −8 to 8 Å, spaced by 0.1 Å. Here A is the double-precision matrix, so the error of the grid itself is left out. For the lowest pair of the stored matrix, at 1.37992 eV, the output gives

residual for Ã: 6.2 × 10⁻¹³ eV,

residual for A: 2.70 × 10⁻⁵ eV,

storage error η: 3.93 × 10⁻⁵ eV.

The first number says that the pair, obtained by diagonalizing Ã in double precision, is exact for Ã up to double-precision rounding. The second is the size of the smallest Hermitian change that makes the pair exact for A. It lies below η, as it must up to the tiny first number.

**Q:** Suppose the vector, θ and the residual are also handled in single precision. Can I trust the norm that the solver prints?

**A:** Only with an allowance for its own rounding. First, the rounded x need not have unit length. Dividing Ex = −r by ‖x‖ shows that ρ must then be replaced by ‖r‖/‖x‖.

Next, each row of Ã has at most three nonzero elements. Each of their products with x is rounded once, passes through at most two rounded additions, and then through the subtraction of θxᵢ. That is at most four roundings, each with a relative error no larger than u = 2⁻²⁴ in the absence of underflow. The product θxᵢ meets two. A factor 6u covers both with room to spare, so the evaluation error, relative to ‖x‖, is at most

β = 6u ‖ |Ã||x| + |θ||x| ‖ / ‖x‖,

where the inner bars denote absolute values of elements. β covers the elements of the residual vector. The norm of that vector is taken here in double precision, so its own rounding is negligible; a norm accumulated in single precision would need a further allowance. The triangle inequality now gives

true ρ ≤ evaluated residual + β + η.

For the rounded pair the three terms are, in units of 10⁻⁵ eV,

3.26 + 54.55 + 3.93 = 61.74.

The true backward error is 3.27 in the same units. The guarantee holds but is about 19 times too large, mainly because β, at 54.55, is far above the evaluation error that actually occurs here, 2.42 in the same units.

**Q:** The evaluated 3.26 and the true 3.27 nearly agree. Then single precision was good enough after all.

**A:** The agreement of the two norms is not a measure of accuracy. The evaluated residual vector differs from the residual of the same pair and the same stored matrix, computed in double precision, by a vector of norm 2.42 × 10⁻⁵ eV. That is about 74 percent of the evaluated norm. Both this error and the evaluated norm depend on the order in which the three products of a row are added, so the close match of 3.26 and 3.27 belongs to the order used here. Moreover, the true value refers to A, not to Ã. Two vectors can have similar lengths and still differ considerably.

**Q:** So when should I stop?

**A:** Decide first how large a change of A you can tolerate, and call it τ. The inequality certifies the pair if evaluated residual + β + η ≤ τ. With τ = 10⁻³ eV the rounded pair passes, since the sum is 6.2 × 10⁻⁴ eV. With τ = 10⁻⁴ eV it is not certified, although its true backward error would satisfy the demand. More iterations cannot cure this, because β and η alone already exceed τ. The remedy is to evaluate the residual with A in double precision, which removes η and replaces β by a much smaller rounding allowance. If that residual is itself above τ, the pair must be refined. Since ρ ≤ ‖r̃‖ + η, refinement with the stored matrix is enough when η is below τ and ‖r̃‖ can be brought below τ − η. Here the double-precision pair of Ã has a residual of 2.70 × 10⁻⁵ eV for A, below τ = 10⁻⁴ eV. If the exact pair of Ã that the refinement approaches has a residual for A above τ, which requires η to exceed τ, full convergence with the stored matrix leads to a pair that fails the test. The refinement should then use the more accurate matrix. The remaining values are in the numerical output below.

Table of computed values

```
THREE-LEVEL MODEL
H row 1: 0.0 -1.0 0.0 eV
H row 2: -1.0 1.0 -1.0 eV
H row 3: 0.0 -1.0 3.0 eV
trial vector x: 0.8944 0.4472 0.0000
H x: -0.4472 -0.4472 -0.4472 eV
eigenvalues of H: -0.6996 1.2391 3.4605 eV
Rayleigh case
theta: -0.6000 eV
residual r: 0.0894 -0.1789 -0.4472 eV
delta, sigma: 0.0000 0.4899 eV
residual norm rho: 0.4899 eV
rho converted: 0.01800 hartree
E0 row 1: -0.1600 0.1200 0.4000 eV
E0 row 2: 0.1200 0.1600 0.2000 eV
E0 row 3: 0.4000 0.2000 0.0000 eV
eigenvalues of E0: -0.4899 0.0000 0.4899 eV
eigenvalues of H+E0: -0.6000 1.1642 3.4358 eV
smallest norm in scan: 0.4899 eV
distance to nearest eigenvalue of H: 0.0996 eV
Shifted case
theta: -1.0000 eV
residual r: 0.4472 0.0000 -0.4472 eV
delta, sigma: 0.4000 0.4899 eV
residual norm rho: 0.6325 eV
rho converted: 0.02324 hartree
E0 row 1: -0.4667 -0.0667 0.3333 eV
E0 row 2: -0.0667 0.1333 0.3333 eV
E0 row 3: 0.3333 0.3333 0.3333 eV
eigenvalues of E0: -0.6325 0.0000 0.6325 eV
eigenvalues of H+E0: -1.0000 1.3820 3.6180 eV
smallest norm in scan: 0.6328 eV
distance to nearest eigenvalue of H: 0.3004 eV
spectral norm, k=0 choice: 0.7292 eV
spectral norm, rank-one choice: 1.0000 eV
Frobenius norms, k=0 and E0: 0.8000 0.8944 eV
HARMONIC WELL, SINGLE-PRECISION STORAGE
grid: 161 points, spacing 0.1 angstrom
half width: 8.0 angstrom
stiffness: 1.0 eV/angstrom^2
ground energy of stored matrix: 1.37992 eV
storage error eta: 3.933e-05 eV
residual, stored matrix: 6.2e-13 eV
residual, double-precision matrix: 2.704e-05 eV
rounded pair, residual in single: 3.255e-05 eV
its evaluation error: 2.416e-05 eV
bound on evaluation error: 5.455e-04 eV
rounded pair, true backward error: 3.274e-05 eV
guaranteed upper bound: 6.174e-04 eV
```
